# How photocapacitance and photocurrent together separate escaping electrons from escaping holes

**Q:** I shine sub-gap light on a reverse-biased thin-film diode and record a capacitance transient and a current transient. Both come from carriers leaving defects. Why should I need both?

**A:** They weigh the same events differently. Take a p-type film with a heavily doped n⁺ contact. The junction is at $x=0$, the film is depleted for $0<x<W$, and it is neutral beyond. Ionized acceptors of uniform density $N$ give the depleted part a charge density $-qN$, balanced by positive charge on the n⁺ side. The field points towards $+x$, so it drives holes, the majority carriers, into the neutral film and electrons into the n⁺ contact.

Run the same time window with and without light, at the same bias. Let $h(x)$ and $e(x)$ be the extra densities of holes and electrons that leave the depletion layer because of the light. An escaping hole comes from a valence-band electron lifted into an empty defect: the defect is left more negative by $q$. An escaping electron comes from an occupied defect, which is left more positive by $q$. The charge density becomes

$$\rho=-q\,(N+h-e).$$

I assume that carriers leave quickly compared with the window, that defects do not follow the capacitance probe, that no other defects recharge within the window when the depletion edge shifts, and that $h,e\ll N$. I also take $h,e\ge 0$, which holds if little thermal emission occurs in the window.

**Q:** How does that charge reach the capacitance meter?

**A:** Through the position of the depletion edge. The field vanishes at $W$, so integrating $dF/dx=\rho/\varepsilon$ back from the edge gives

$$F(x)=\frac{q}{\varepsilon}\int_x^W (N+h-e)\,dx'.$$

The band bending $\psi$, in volts, is the integral of $F$ from $0$ to $W$. In the double integral a charge at $x'$ contributes for every $x<x'$, which gives it a factor $x'$:

$$\psi=\frac{q}{\varepsilon}\int_0^W x\,(N+h-e)\,dx .$$

The bias fixes $\psi$. To first order, the added charge and the shift of the upper limit must cancel:

$$0=\int_0^W x\,(h-e)\,dx+NW\,\delta W .$$

For the capacitance, let the probe move the edge by $dW$ with the defects frozen. If the density at the edge is $N_W$, the junction charge changes by $qAN_W\,dW$ and the bending by $qWN_W\,dW/\varepsilon$. Their ratio is $C=\varepsilon A/W$, where $A$ is the area. Hence $\delta C/C=-\delta W/W$. With $u=x/W$, define

$$S\equiv NW\frac{\delta C}{C}=-N\,\delta W=\int_0^W u\,(h-e)\,dx .$$

$S$ is a number of carriers per area. Hole escape raises the capacitance and electron escape lowers it.

**Q:** By the same reasoning, shouldn't the currents oppose each other? The carriers have opposite charge.

**A:** They also move in opposite directions, and current is charge times velocity. To get the factors, count the charge on the n⁺ side. Per area it is

$$Q_s=q\int_0^W(N+h-e)\,dx .$$

Its change has a direct part and a part from the moving edge:

$$\frac{\delta Q_s}{q}=\int_0^W(h-e)\,dx+N\,\delta W=\int_0^W(1-u)(h-e)\,dx .$$

Let $Q$ be the positive charge per area that the circuit delivers to the n⁺ contact. The contact also receives the escaped electrons, each carrying $-q$. Charge conservation reads $\delta Q_s=Q-q\int e\,dx$, so

$$\frac Qq=\int_0^W(1-u)(h-e)\,dx+\int_0^W e\,dx=\int_0^W\big[(1-u)\,h+u\,e\big]dx .$$

Both terms are positive, and both drive current in the reverse direction of the diode.

The weights are travelled distances. A hole released at $x$ goes a distance $W-x$ to the neutral film, a fraction $1-u$ of the layer. An electron goes a distance $x$ to the junction, a fraction $u$. So the current has one sign for both carriers, but at a given position it does not give them equal weight. The average weights are equal, one half each, for flat profiles that fill the layer.

**Q:** That rests on an abrupt depletion edge. Does it survive a real thermal tail of holes?

**A:** A calculation with mobile holes of density $N\exp(-q\varphi/kT)$, where $\varphi$ is the local bending, tests this. Capacitance was found by changing the voltage. Circuit charge was found from the junction charge with the electrons placed just before the junction, where the circuit has already supplied their image charge. For carriers released near $u=0.2$, a hole gave $S=+0.200$ and $Q/q=+0.800$; an electron gave $-0.200$ and $+0.199$. Near $u=0.6$ the hole gave $+0.600$ and $+0.400$, the electron $-0.600$ and $+0.599$. These agree with the weights to about 0.001 per carrier when $W$ is the width read from the capacitance (627 nm in the example below, against 631 nm for an abrupt edge). Both points lie outside the tail. Inside it, mobile holes of density $p$ screen a fraction $p/N$ of the added charge: for a hole, $S+Q/q$ is about 0.99 at $u=0.8$, 0.83 at $u=0.9$ and 0.45 at $u=1$, and for an electron $S/(Q/q)$ is about $-0.98$, $-0.81$ and $-0.43$. The weights hold up to roughly $u=0.8$ here.

**Q:** How do I turn the two signals into separate numbers of holes and electrons?

**A:** Put them in the same unit and add:

$$\frac Qq+S=\int_0^W\big[(1-u)h+ue+uh-ue\big]dx=\int_0^W h\,dx\equiv H .$$

The position weights cancel, so to first order this counts escaped holes for any profiles $h(x)$ and $e(x)$ that stay clear of the hole tail at the depletion edge. The reason is a balance in the neutral film. It receives $H$ holes per area. As the depletion edge retreats, $-N\,\delta W=S$ of them stay to neutralize acceptors that are no longer depleted. The other $H-S$ must leave through the back contact, and that is the circuit charge.

Subtraction is less general:

$$\frac Qq-S=\int_0^W\big[(1-2u)\,h+2u\,e\big]dx .$$

If both profiles are flat up to $W$, then $\int(1-2u)\,dx=0$ and $\int 2u\,dx=W$. The result is $eW$, the number of escaped electrons $E=\int e\,dx$. For other profiles it generally is not.

**Q:** Could I see this with numbers?

**A:** Take $N=5\times10^{15}$ cm⁻³, relative permittivity 12, $\psi=1.5$ V and an area of 1 mm². Then

$$W=\sqrt{\frac{2\varepsilon\psi}{qN}}\approx 631\ \text{nm},\qquad C=\frac{\varepsilon A}{W}\approx168\ \text{pF}.$$

Let flat densities $h=2\times10^{13}$ and $e=1\times10^{13}$ cm⁻³ escape in 0.1 s. For flat profiles $S=(h-e)W/2$, so

$$\frac{\delta C}{C}=\frac{h-e}{2N}=\frac{1\times10^{13}}{1\times10^{16}}=10^{-3},$$

which is 168 fF. These are abrupt-edge values; with the hole tail, a profile running right up to $W$ gives a capacitance change 8 to 9% smaller, while the charge below changes by less than 1%, so the inversion would return about $1.96$ and $1.05\times10^{13}$ cm⁻³. The charge, now for the whole area, is

$$AQ=\frac{qAW(h+e)}{2}\approx1.52\ \text{pC},$$

or a mean current of 15.2 pA. To invert, divide both signals by $W$:

$$\frac SW=N\frac{\delta C}{C}=0.5\times10^{13}\ \text{cm}^{-3},\qquad \frac{Q}{qW}=1.5\times10^{13}\ \text{cm}^{-3}.$$

The sum is $2.0\times10^{13}$ and the difference $1.0\times10^{13}$ cm⁻³, the densities put in.

Capacitance alone could not have told this mixture from $1\times10^{13}$ cm⁻³ of holes with no electrons, which gives the same 168 fF to first order. The current would then be one third as large, about 5 pA.

**Q:** What if the capacitance does not respond at all?

**A:** Then look at the current. With $1\times10^{13}$ cm⁻³ of each carrier and equal flat profiles, the capacitance change is zero while the mean current is 10.1 pA. Each part of the depletion layer has lost as many holes as electrons, so no net charge is added. Absorption across the gap inside the layer does this when both carriers escape. Such light also creates pairs in the neutral film, whose electrons diffuse into the layer and add to the current. With the mobility and lifetime used below the diffusion length is about 415 nm, so for a thick film the current, and with it $Q/q+S$, is larger by a factor of about $1+415/631\approx1.66$. If the electron is instead caught by a defect near its birthplace, the event counts as a lone hole and the capacitance rises.

**Q:** Is the ratio of the signals a usable fingerprint?

**A:** Define $R=S/(Q/q)$. For electron escape alone, $S=-\int ue\,dx$ and $Q/q=+\int ue\,dx$, so $R=-1$ for any profile clear of the edge tail. If every released carrier leaves the layer, a negative $S$ also shows that electrons escape, since holes contribute positively to it. Retrapping inside the layer breaks this: a hole released at $u=0.2$ and caught at $u=0.6$ gives $S=-0.4$ with nothing escaping. The converse fails: a positive $S$ may hide electrons under holes, even under fewer holes if these start nearer the edge: half a hole at $u=0.6$ per electron at $u=0.2$ gives $S=+0.1$.

For hole escape alone,

$$R=\frac{\int u\,h\,dx}{\int(1-u)\,h\,dx}.$$

This is $+1$ for a flat profile filling the layer (about 0.91 with the hole tail). Holes released near $u=0.2$ give $0.2/0.8=0.25$, and those near $u=0.6$ give $0.6/0.4=1.5$. For flat profiles of both carriers,

$$R=\frac{h-e}{h+e},$$

which is $1/3$ in the mixture above. A value between 0 and 1 can therefore mean either escaping electrons or an uneven release of holes.

**Q:** Why would the release be uneven? My sub-gap light is weakly absorbed.

**A:** The illumination may be flat while the defects' response is not. Near the depletion edge two things go wrong.

First, the tail of mobile holes refills defects that have just released a hole. Let $\sigma$ be the capture cross-section, $v$ the thermal speed and $t$ the window. Recapture matters where $\sigma v\,p\,t>1$, with $p=N\exp(-q\varphi/kT)$. It ends at the bending

$$\varphi_h=\frac{kT}{q}\ln(\sigma vNt).$$

At 200 K, with $\sigma=10^{-16}$ cm², $v=10^7$ cm/s and $t=0.1$ s, the logarithm is $\ln(5\times10^5)$ and $\varphi_h=0.226$ V.

Second, a defect can release an electron only if it holds one. Let the level lie 0.60 eV above the valence band. With a band density of states of $10^{19}$ cm⁻³, the Fermi level in the neutral film lies $kT\ln(10^{19}/5\times10^{15})=0.131$ eV above that band. Continue this Fermi level into the depletion layer: where the defect level lies above it, mobile holes keep the defects nearly empty once dark equilibrium is reached. Holding electrons therefore requires a bending of roughly $\varphi_e=0.60-0.131=0.469$ V or more. At zero bias this marks the edge of the filled defects. In the dark under reverse bias it is only an outer limit, because this level lies above the middle of a 1.15 eV gap and emits electrons faster than holes. With equal prefactors and the n⁺ Fermi level at the conduction band, the dark steady state at $\psi=1.5$ V is full only up to $u\approx0.21$ and about 5% filled beyond, and a filling frozen in at zero bias ends near $u\approx0.27$. Light can push the filling outward instead: hole capture takes about 1200 s at $u=0.5$ and 20 s at $u=0.55$, so electrons lifted into the level there stay far longer than the window. Steady light with equal optical rates of 0.2 s⁻¹ keeps the level half full at $u=0.5$ and more than a quarter full out to $u\approx0.58$.

The filled defects are taken to be much rarer than the acceptors. If they add a negative charge density equal to $N$ wherever the bending exceeds $\varphi_e$, $W$ falls to 586 nm and the cut-offs below become 0.58 and 0.40. For constant $N$, the bending measured from the neutral film is

$$\varphi(x)=\frac{qN(W-x)^2}{2\varepsilon}=\psi(1-u)^2 .$$

The cut-offs are therefore at $u=a$ with $a=1-\sqrt{\varphi/\psi}$:

$$a_h=1-\sqrt{0.226/1.5}=0.612,\qquad a_e=1-\sqrt{0.469/1.5}=0.441 .$$

These are sharp-edged estimates of gradual changes, not a full occupancy calculation.

**Q:** So more than a third of the layer releases no holes that count. How wrong do my numbers become?

**A:** As an illustration, keep the densities at $2\times10^{13}$ and $1\times10^{13}$ cm⁻³, but cut the profiles at $a_h$ and $a_e$, with $W=627$ nm read from the capacitance. A hole profile flat from the junction onward presumes defects that are empty there, for example a second level besides the one that releases electrons. The calculation with mobile holes then gives $S=1.738\times10^8$ and $Q/q=5.930\times10^8$ cm⁻².

The sum is $7.668\times10^8$ cm⁻², against $7.669\times10^8$ holes put in. The majority count is unharmed, as its independence of profile requires. The difference is $4.192\times10^8$ cm⁻², but just $2.762\times10^8$ electrons escaped. The flat formula overstates the minority count by 52% of its true value. Size and sign depend on the profiles: if the holes came only from $a_e<u<a_h$, where a single level would be empty, the flat formula would return 40% of the true count, and the correction below would not apply.

If the cut-offs are known, the error can be removed. A flat profile ending at $a_hW$ has mean $u=a_h/2$, and likewise for electrons, so

$$S=\frac{a_hH}{2}-\frac{a_eE}{2}\quad\Rightarrow\quad E=\frac{a_hH-2S}{a_e}.$$

This returns $2.756\times10^8$ cm⁻², within 0.3% of the true value. That closeness shows that the formula is sound for these profiles; it does not show that real cut-offs are known so well. With the hole tail included in the bending, $\sigma vpt=1$ falls at $u=0.625$, and steady release with gradual recapture acts like a cut-off at 0.632. For that profile the formula with $a_h=0.612$ returns an electron count 14% too low.

The fingerprint suffers too. Holes alone, flat up to $a_h$, give

$$R=\frac{a_h^2/2}{a_h-a_h^2/2}=\frac{a_h}{2-a_h}\approx0.44 .$$

Read with the flat formula, that would suggest $e/h=(1-R)/(1+R)\approx0.39$ with no escaping electrons at all. A larger reverse bias helps the holes, because $\varphi_h$ stays put while $\psi$ grows and $a_h$ moves towards 1. It does not do the same for the electrons of this level: the filled zone near the junction shrinks relative to $W$, in the dark steady state from $u\approx0.21$ at 1.5 V to about 0.10 at 3 V.

**Q:** My cells have a depleted buffer between the film and the contact. Does that spoil the method?

**A:** Let the buffer have thickness $d$, no charge, and the film's permittivity. Each charge then sits a distance $x+d$ from the n⁺ side, and the capacitance gives $L=W+d$ instead of $W$. The condition of fixed bending becomes

$$0=\int_0^W(x+d)(h-e)\,dx+NL\,\delta W .$$

With $S=NL\,\delta C/C=-N\,\delta W$, the weight $u$ is replaced by $(x+d)/L$. The balance in the neutral film is unchanged, so $Q/q+S=H$ still holds.

For flat profiles the mean weight is $(d+W/2)/L=(1+d/L)/2$. Therefore

$$\frac Qq-S=H-2S=H-\Big(1+\frac dL\Big)(H-E)=E-\frac dL(H-E).$$

With $d=50$ nm and the same bending, $d/L$ is about 0.08. Since $H-E=E$ in our mixture, the electron count comes out 8% low. The hole count is correct. The loss grows with the excess of holes: 32% for $h=5e$ and 71% for $h=10e$. The cut-off formula also needs the weight $(x+d)/L$; used unchanged on the cut profiles with this buffer, it comes out 41% low.

**Q:** Why work at low temperature?

**A:** A second, thermal step can follow the optical one. Light lifts an electron from the valence band into the defect and the hole escapes. The electron may then leave thermally for the conduction band, 0.55 eV higher in a 1.15 eV gap. A lone hole has become a pair: its capacitance signal disappears and its current contribution grows.

Take the rate as $\sigma vN_b\exp(-0.55\ \text{eV}/kT)$, with the band density $N_b$ and the cross-section used above. At 200 K it is $1.4\times10^{-4}$ s⁻¹, and about $10^{-5}$ of the events get their second step within 0.1 s. At 300 K it is 5.8 s⁻¹, and the fraction is 44% for holes released at the start of the window. These are order-of-magnitude values: a conduction-band density and thermal speed matching an electron mass of 0.1 would give 1.7 s⁻¹ and 16%. For this second step the two signals still count escapes properly, but an escaped electron no longer implies an optical transition into the conduction band. Dark generation is a further reason. If the 10 ns lifetime used below comes from midgap centres, the generation current is below 0.1 pA at 200 K but 1 to 3 nA at 300 K. It scales with $W$, so at $\delta C/C=10^{-3}$ it drops by 1 to 3 pA, which subtracting the dark run does not remove from a 15 pA signal.

**Q:** And do the carriers really get out before they are trapped again?

**A:** The electrons in this example mostly do. In the linear field $F=(2\psi/W)(1-u)$, an electron with mobility $\mu$ starting at $u$ needs a time

$$\int_0^u\frac{W\,du'}{\mu F}=\frac{W^2}{2\mu\psi}\big[-\ln(1-u)\big].$$

The bracket averages to 1 over flat starting positions. For $\mu=10$ cm²/Vs the mean is 0.13 ns, about 1% of an assumed lifetime of 10 ns, so roughly 1% of the electrons are lost, or about 1.6% once back-diffusion into the neutral film is included. Holes are slower: with a mobility of 1 cm²/Vs and the same lifetime acting for $u<a_h$, about 7% of those released there would be retrapped. The lifetime is an independent assumption; with the $\sigma v$ used above it would need $10^{17}$ cm⁻³ centres, 20 times $N$, so it must come from centres of larger cross-section. The dielectric relaxation time of the neutral film is 1.3 ns for a hole mobility of 1 cm²/Vs. The probe period must exceed it by a large factor that grows with film thickness: for a 2 µm film the measured $\delta C/C$ is 0.1% low at 1 MHz but 11% low at 10 MHz, where the period is still 75 relaxation times.

The peak field $2\psi/W$ is 0.048 MV/cm. For a triangular barrier as high as the gap and an assumed effective mass of 0.1 electron masses, the band-to-band tunnelling exponent is 560 at the peak field and about 800 in the linearly falling field, so that leakage is negligible. The field would lower the barrier of an attractive Coulomb centre by up to 48 meV. At 200 K this multiplies the thermal rate by at most $\exp(48/17.2)\approx16$, the value for escape along the peak field; averaged over directions, with the backward half left unchanged, the factor is about 4. Either leaves the rate slow on the scale of the window.

**Q:** How close is all this to a real device?

**A:** The parameters are rough values in the range of Cu(In,Ga)Se₂ solar-cell films. The capture cross-section, taken equal for both carriers, is the least certain: real defects differ by orders of magnitude, though it enters the recapture cut-off through a logarithm. Of the effects estimated here, the flat profile up to $W$ does the most damage to the electron count: 52% too high for the cut profiles above, 103% and 147% too high if the electrons end at $u=0.27$ or $0.21$ instead, and 60% too low if holes come only from $a_e<u<a_h$. The buffer costs 8% for the two-to-one mixture. Real acceptor profiles are also uneven. The derivation then requires $N$ at the depletion edge, since that is the charge uncovered when the edge moves. Defects that are slower than the probe but faster than the window spoil even the majority count, because they recharge as the edge shifts. A hole trap 0.30 eV above the valence band, with the cross-section above, emits in about 4 ms at 200 K. For carriers released at $u=0.3$ it lowers $Q/q+S$ to $0.95H$ at a density of $0.2N$ and to $0.82H$ at a density of $N$, and it moves $R$ for electrons alone from $-1$ to $-0.83$ and $-0.50$. Taking $N$ from a slow capacitance–voltage sweep repairs the sum only in part, to $0.98H$ and $0.93H$.

**Q:** And for an n-type amorphous oxide?

**A:** Exchange the carriers. Every charge changes sign, so the capacitance rises when electrons escape and falls when holes do, and both still add to the reverse current. The sum $Q/q+S$ now counts electrons, provided localized states near the edge do not recharge within the window, which has to be checked in an amorphous film. This needs a neutral region behind the depletion edge. With relative permittivity 10, 1 V and $10^{17}$ cm⁻³ the width is about 105 nm; a thinner film is fully depleted, its capacitance is fixed by its thickness, and the capacitance signal is lost. In oxides such as InGaZnO, holes move poorly and may not leave within the window. Their negative contribution to the capacitance is then missing, even though light created them. The absence of a negative signal alone does not prove this, since escaping holes can also be hidden by escaping electrons whose position-weighted contribution is equal or larger.

**Q:** When does the linear treatment itself give out?

**A:** For a flat net density $\eta=(h-e)/N>0$ that fills the layer, fixed bending gives $W\propto(1+\eta)^{-1/2}$, so

$$\frac{\delta C}{C}=\sqrt{1+\eta}-1=\frac\eta2-\frac{\eta^2}{8}+\dots$$

The relative error of the linear term is about $\eta/4$. For $2\times10^{13}$ cm⁻³ of holes alone, $\eta=0.004$ and the error is 0.1%; it reaches 5% near $\eta=0.2$. If the edge moves through film where nothing was released, the law changes. For a flat profile ending at $u=a$, fixed bending gives $W'^2=W^2(1-\eta a^2)$, so $\delta C/C=(1-\eta a^2)^{-1/2}-1$ and the relative error is about $3|\eta|a^2/4$. This includes $\eta<0$ with $a=1$, where the error is 15% at $\eta=-0.2$.

## Numbers as computed

```
permittivity ratio 12, acceptors 5.0e+15 cm^-3
band bending 1.50 V, area 1.0 mm^2
temperature 200 K, window 0.10 s
gap 1.15 eV, defect level above valence band 0.60 eV
capture cross-section 1e-16 cm^2
thermal speed 1e+07 cm/s
band density of states 1e+19 cm^-3
depletion width, abrupt edge 630.8 nm
depletion width, Poisson-Boltzmann 627.1 nm
dark capacitance, abrupt edge 168.4 pF
localized release, solver signals per escaped carrier:
 x/W=0.2 hole: S +0.200, Q/q +0.800; electron: S -0.200, Q/q +0.199
 x/W=0.4 hole: S +0.400, Q/q +0.600; electron: S -0.400, Q/q +0.399
 x/W=0.6 hole: S +0.600, Q/q +0.400; electron: S -0.600, Q/q +0.599
 pair at x/W=0.6: S 0.000, Q/q 0.999
unequal profiles: recovered/true holes 0.9993
flat releases (densities in 1e13 cm^-3):
 holes: in h=2.0, e=0.0; dC 336.5 fF, charge 1.010 pC
   mean current 10.10 pA, R 1.000; recovered h=2.00, e=0.00
 electrons: in h=0.0, e=1.0; dC -168.5 fF, charge 0.505 pC
   mean current 5.05 pA, R -1.001; recovered h=0.00, e=1.00
 mixture: in h=2.0, e=1.0; dC 168.4 fF, charge 1.516 pC
   mean current 15.16 pA, R 0.333; recovered h=2.00, e=1.00
 pairs: in h=1.0, e=1.0; dC 0.0 fF, charge 1.011 pC
   mean current 10.11 pA, R 0.000; recovered h=1.00, e=1.00
Fermi level above valence band 0.131 eV
edge bending: recapture 0.226 V, occupancy 0.469 V
cut-offs: a_h 0.612, a_e 0.441
cut profiles: S 1.738e+08 cm^-2, Q/q 5.930e+08 cm^-2
 holes: true 7.669e+08, recovered 7.668e+08 cm^-2
 electrons: true 2.762e+08 cm^-2
  flat formula 4.192e+08, cut-off formula 2.756e+08 cm^-2
  flat formula/true 1.518
buffer 50 nm: recovered/true holes 1.000, electrons 0.921
thermal electron escape at 200 K: rate 1.38e-04 s^-1, fraction in window 1.38e-05
thermal electron escape at 300 K: rate 5.76e+00 s^-1, fraction in window 4.38e-01
mobility: electrons 10, holes 1 cm^2/Vs
mean electron transit 0.133 ns, lifetime 10 ns, ratio 0.013
dielectric relaxation time 1.33 ns
peak field 0.0476 MV/cm
Coulomb barrier lowering at peak field 47.8 meV
tunnelling exponent (mass 0.1 m_e) 560
degeneracy measure N/N_band 5.0e-04
```
